# Defect-energy uncertainty allowed by a tenfold tolerance in equilibrium concentration

**Question.** A first-principles calculation gives the formation energy of a point defect with some error. How large may that error be if the predicted equilibrium concentration is to lie within a factor of ten of the true one, and how does the allowance change with temperature and with the conditions that fix the Fermi level?

**Answer.** The allowance follows from how steeply the concentration depends on the formation energy, so that dependence comes first.

## From formation energy to concentration

For a defect of charge $q$ (in units of the elementary charge), formed by adding $n_i$ atoms of species $i$ (negative if atoms are removed), the formation energy is

$$E = E_{\rm defect}-E_{\rm host}-\sum_i n_i\mu_i+qE_F .$$

Here $\mu_i$ are the atomic chemical potentials and $E_F$ is the Fermi level, on the same energy scale as the total energies. For the moment both are fixed by reservoirs.

Let the crystal offer $M$ equivalent sites, each empty or holding one defect, and let the defects not interact. A state with $n$ defects can be arranged in $\binom{M}{n}$ ways, and each arrangement has the weight $x^n$ with $x=e^{-E/kT}$. By the binomial theorem the sum over states is

$$Z=\sum_{n=0}^{M}\binom{M}{n}x^n=(1+x)^M .$$

Since $x\,dx^n/dx=n\,x^n$, the mean number of defects is $x\,d\ln Z/dx=Mx/(1+x)$. The occupied fraction of sites is therefore

$$\theta=\frac{x}{1+x}=\frac{1}{1+e^{E/kT}} .$$

With $N$ sites per unit volume the concentration is $c=N\theta$. When $\theta\ll1$, the denominator $1+x$ is close to one and

$$c=N e^{-E/kT}.$$

## The allowed error

Let $E$ be the true formation energy and $E+\delta E$ the calculated one. In the dilute regime

$$\frac{c_{\rm pred}}{c_{\rm true}}=\frac{Ne^{-(E+\delta E)/kT}}{Ne^{-E/kT}}=e^{-\delta E/kT}.$$

The site density cancels, and so does $E$ itself. An energy that is too low ($\delta E<0$) gives too many defects. The requirement is

$$\frac1{10}\le e^{-\delta E/kT}\le10 .$$

Taking logarithms gives $-\ln10\le-\delta E/kT\le\ln10$, or

$$|\delta E|\le\Delta,\qquad \Delta=kT\ln10 .$$

With $\ln10=2.3026$, temperatures of 300 K and 1000 K give

$$\Delta(300\ {\rm K})=0.02585\ {\rm eV}\times2.3026=0.0595\ {\rm eV},$$

$$\Delta(1000\ {\rm K})=0.08617\ {\rm eV}\times2.3026=0.198\ {\rm eV}.$$

The allowance is thus about 0.06 eV at 300 K and 0.20 eV at 1000 K. It is proportional to temperature but only logarithmic in the accepted factor: for a general factor $f$ it is $kT\ln f$, so accepting a factor of 100 instead of 10 merely doubles it.

The error $\delta E$ is the total error of $E$. It contains the errors of the two total energies, of the chemical potentials and of the term $qE_F$, each with its sign. An error that shifts the total energies of defect and host by the same amount cancels. An error in $E_F$ enters multiplied by the charge.

## Reading the numbers

Read the other way, the same formula says what a given energy error costs. An error of 0.1 eV changes the concentration by a factor

$$e^{0.1/0.02585}\approx48\quad\text{at 300 K},\qquad e^{0.1/0.08617}\approx3.2\quad\text{at 1000 K}.$$

The same calculation can therefore meet the tenfold criterion at the higher temperature and miss it at the lower one.

To see the concentrations involved, take a neutral model defect with $N=5\times10^{22}\ {\rm cm^{-3}}$ and $E=1.0$ eV at both temperatures. The dilute formula gives

$$c(300\ {\rm K})=5\times10^{22}\,e^{-1.0/0.02585}\approx7.9\times10^{5}\ {\rm cm^{-3}},$$

$$c(1000\ {\rm K})=5\times10^{22}\,e^{-1.0/0.08617}\approx4.6\times10^{17}\ {\rm cm^{-3}}.$$

At 300 K a cube of side 0.01 cm, with a volume of $10^{-6}\ {\rm cm^3}$, would hold on average about 0.8 such defects.

Whether a crystal reaches that equilibrium depends on how fast defects can form and vanish. Suppose instead that the concentration follows equilibrium down to a temperature $T_f$ and stays constant below it. The surviving concentration is then $Ne^{-E/kT_f}$, and for a known $T_f$ the allowance is $kT_f\ln10$. An uncertainty in $T_f$ adds an error of its own. In this idealized picture, a population frozen in at 1000 K and observed at 300 K has the allowance of 0.20 eV, not 0.06 eV.

## When the sites begin to fill

Outside the dilute regime the full expression for $\theta$ is needed. From $\ln\theta=-\ln(1+e^{E/kT})$,

$$\frac{d\ln\theta}{dE}=-\frac1{kT}\,\frac{e^{E/kT}}{1+e^{E/kT}}=-\frac{1-\theta}{kT}.$$

The magnitude of this slope never exceeds $1/kT$. Integrated over the error, it changes $\ln c$ by at most $|\delta E|/kT$. Within this model of independent defects, $|\delta E|\le kT\ln10$ is therefore sufficient at any filling, while it is also necessary only in the dilute limit.

The limits at finite filling follow from the odds $\theta/(1-\theta)=e^{-E/kT}$. If the energy is too low by $d_-$, the odds are multiplied by $e^{d_-/kT}$. Setting the predicted fraction to $10\theta$, which requires $10\theta<1$, gives

$$e^{d_-/kT}=\frac{10\theta}{1-10\theta}\,\frac{1-\theta}{\theta}=\frac{10(1-\theta)}{1-10\theta}.$$

If the energy is too high by $d_+$, the odds are divided by $e^{d_+/kT}$. Setting the predicted fraction to $\theta/10$ gives

$$e^{d_+/kT}=\frac{\theta}{1-\theta}\,\frac{1-\theta/10}{\theta/10}=\frac{10-\theta}{1-\theta}.$$

For $E=0.40$ eV at 1000 K the true fraction is $\theta=0.00955$. The limits are

$$d_-=0.08617\ln\frac{10\times0.99045}{0.9045}=0.206\ {\rm eV},$$

$$d_+=0.08617\ln\frac{9.99045}{0.99045}=0.199\ {\rm eV}.$$

Even with about one site in a hundred occupied, the correction to 0.198 eV is small. The downward limit moves more because a tenfold overestimate would fill almost a tenth of the sites.

## An uncertain prefactor uses part of the allowance

So far the prefactor was taken as known. A formation entropy $S$, for example from changed vibrations, multiplies the dilute concentration by $e^{S/k}$. The accompanying change in vibrational energy, including its zero-point part, must then be counted in $E$. If the error of the entropy is $\delta S$, then

$$\ln\frac{c_{\rm pred}}{c_{\rm true}}=\frac{\delta S}{k}-\frac{\delta E}{kT}.$$

Let $|\delta S|\le s$. In the worst case the two terms have the same sign, and their magnitudes must together stay below $\ln10$:

$$\frac{s}{k}+\frac{|\delta E|}{kT}\le\ln10
\quad\Longrightarrow\quad
|\delta E|\le kT\left(\ln10-\frac{s}{k}\right).$$

For $s=1k$ the energy allowance falls to $0.0595-0.0259\approx0.034$ eV at 300 K and to $0.198-0.086\approx0.112$ eV at 1000 K. If $s$ exceeds $k\ln10$, no energy accuracy can guarantee the tenfold criterion.

## A standard deviation is not a limit

The number $\Delta$ is a hard half-width: the error must not exceed it. An uncertainty may instead be stated as a standard deviation $\sigma$, which larger errors can exceed. If the energy error is Gaussian with zero mean and the prefactor is known, the probability of meeting the criterion is

$$P=\int_{-\Delta}^{\Delta}\frac{e^{-\epsilon^2/2\sigma^2}}{\sigma\sqrt{2\pi}}\,d\epsilon
=\operatorname{erf}\!\left(\frac{\Delta}{\sigma\sqrt2}\right),$$

where the substitution $\epsilon=\sigma\sqrt2\,t$ turns the integral into the error function. Setting $\sigma=\Delta$ gives $P\approx0.68$, so roughly one prediction in three would miss. A probability of 95 % requires $\Delta=1.96\,\sigma$, hence

$$\sigma=\frac{0.0595}{1.96}\approx0.030\ {\rm eV}\ \text{at 300 K},\qquad
\sigma=\frac{0.198}{1.96}\approx0.10\ {\rm eV}\ \text{at 1000 K}.$$

## When the defect sets the Fermi level

A charged defect can change the Fermi level that enters its own formation energy. Consider a donor that exists only in the charge state $+q$ and supplies nearly all the electrons. Let $E_c$ be its formation energy with the Fermi level at the conduction-band edge, and let $u$ be the Fermi level relative to that edge, divided by $kT$. For dilute defects and nondegenerate electrons,

$$c=Ne^{-E_c/kT}e^{-qu},\qquad n=N_c e^{u},$$

where $n$ is the electron concentration and $N_c$ the effective density of states of the band. With holes neglected, charge neutrality requires $qc=n$, so $e^u=qc/N_c$. Inserting this into the first equation gives

$$c=Ne^{-E_c/kT}\left(\frac{N_c}{qc}\right)^q .$$

Multiplying by $c^q$ and taking the root of order $q+1$,

$$c=\left[N\left(\frac{N_c}{q}\right)^q\right]^{1/(q+1)}e^{-E_c/[(q+1)kT]} .$$

The allowed error of $E_c$ is now

$$|\delta E_c|\le(q+1)\,kT\ln10 ,$$

provided that the defect's prefactor and $N_c$ are known. Errors in the chemical potentials and in the position of the band edge, the latter multiplied by $q$, are part of $\delta E_c$ and share this allowance. A neutral state of the same defect does not respond to the Fermi level, so if it holds a large share of the defects, the allowance for their total concentration falls back toward $kT\ln10$.

The reason is a feedback. If $E_c$ is too low, too many donors are predicted. They release too many electrons, the predicted Fermi level rises, and the positive donor becomes more costly. Since $n$ is proportional to $c$, the Fermi level shifts by

$$\delta E_F=kT\ln\frac{c_{\rm pred}}{c_{\rm true}}=-\frac{\delta E_c}{q+1}.$$

The total error of the formation energy is then

$$\delta E_c+q\,\delta E_F=\delta E_c\left(1-\frac{q}{q+1}\right)=\frac{\delta E_c}{q+1}.$$

This total still obeys the original bound $kT\ln10$. What has grown is the allowance for the part of the error present before the Fermi level responds.

For numbers, take 1000 K, a gap of 3.0 eV, an effective density of states of $10^{19}\ {\rm cm^{-3}}$ in each band, $E_c=2.0$ eV and the same $N$ as before. Solving the neutrality equation numerically by root finding, with holes included, gives the following results.

- For $q=1$, $c=n=6.5\times10^{15}\ {\rm cm^{-3}}$. The allowance is 0.397 eV, twice $kT\ln10$.
- For $q=2$, $c=4.7\times10^{16}$ and $n=9.4\times10^{16}\ {\rm cm^{-3}}$. The allowance is 0.595 eV, three times $kT\ln10$.
- For $q=1$ with $10^{18}\ {\rm cm^{-3}}$ of ionized background donors, $c=4.2\times10^{13}\ {\rm cm^{-3}}$. The allowance returns to 0.198 eV.

In the last case the defect supplies a negligible share of the electrons, so an error in its concentration hardly moves the Fermi level and the feedback is lost. In the second case a tenfold overestimate would bring $n$ to about $0.09\,N_c$, and in the last case $n$ is about $0.1\,N_c$ from the start. At such densities the nondegenerate form starts to need correction.

A wider allowance thus belongs to a defect that takes part in the charge balance fixing the Fermi level, and the factor $q+1$ holds when free carriers balance its charge. Other balances give other factors. A donor that compensates a fixed density $N_A$ of acceptors has $qc\approx N_A$ over a wide range of $E_c$. A singly charged donor balanced by a singly charged native acceptor with the same site density has $c=Ne^{-(E_d+E_a)/2kT}$, where $E_d$ and $E_a$ are the two formation energies at a common Fermi level. This allows $2kT\ln10$ for an error in one of them but only $kT\ln10$ for the same error in both. For a dilute defect with a known prefactor, whose Fermi level and chemical potentials are set by something else, the formation energy must be known to within $kT\ln10$.
